# Jost polarisation energy missing from a finite model of a charged defect: a program that tests the result

```python
"""Polarisation energy missing outside a sphere around a charged defect.

Result under test (atomic units):
    E_J = -(q^2 / (2 R)) (1 - 1/eps)
q: charge, R: sphere radius, eps: relative permittivity outside R.
The sphere has the volume of a cube of side L. E_J is the energy with the
outside medium present minus the energy with vacuum outside.
The program also separates E_J from the correction of a periodic supercell,
alpha q^2 / (2 eps L), where alpha is the cubic Madelung constant.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.linalg import solve_banded
from scipy.sparse import coo_matrix, diags
from scipy.special import erfc

# e^2/(4 pi eps0) in eV angstrom
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10
HARTREE = const.physical_constants["Hartree energy in eV"][0]


def jost(radius, eps, charge=1.0):
    """Polarisation energy in eV, radius in angstrom."""
    return -COULOMB * charge**2 / (2 * radius) * (1 - 1 / eps)


def radial_solution(eps_inside, eps_outside, n_per_radius=400, r_max=4):
    """Solve Poisson's equation for a smooth unit charge; sphere radius 1."""
    h = 1 / n_per_radius
    nodes = np.arange(r_max * n_per_radius + 1) * h
    mid = 0.5 * (nodes[1:] + nodes[:-1])
    eps = np.where(mid < 1, eps_inside(mid), eps_outside)
    link = eps * mid**2 / h
    charge = np.where(nodes < 0.6, nodes**2 * (1 - (nodes / 0.6)**2)**2, 0)
    charge /= charge.sum()
    bands = np.zeros((3, nodes.size))
    bands[0, 1:] = -link
    bands[2, :-1] = -link
    bands[1, :-1] += link
    bands[1, 1:] += link
    bands[1, -1] += eps_outside * r_max   # potential falls as 1/r beyond
    phi = solve_banded((1, 1), bands, charge)
    return 0.5 * charge @ phi, phi, mid, h


def grid_energy(n_half, region, eps_in, eps_out):
    """Energy of a unit point charge, one octant of a 3D grid, cube side 1."""
    n = 3 * n_half
    h = 0.5 / n_half
    x = (np.arange(n) + 0.5) * h
    X, Y, Z = np.meshgrid(x, x, x, indexing="ij")
    if region == "cube":
        inside = np.maximum(np.maximum(X, Y), Z) < 0.5
    else:
        inside = X**2 + Y**2 + Z**2 < (3 / (4 * np.pi))**(2 / 3)
    eps = np.where(inside, eps_in, eps_out).astype(float)
    index = np.arange(n**3).reshape(n, n, n)
    ground = np.zeros(n**3)
    first, second, weight = [], [], []
    edge = n * h
    r2 = edge**2 + x[:, None]**2 + x[None, :]**2
    for axis in range(3):
        e = np.moveaxis(eps, axis, 0)
        idx = np.moveaxis(index, axis, 0)
        g = 2 * h * e[:-1] * e[1:] / (e[:-1] + e[1:])
        first.append(idx[:-1].ravel())
        second.append(idx[1:].ravel())
        weight.append(g.ravel())
        # outer faces: potential continues as 1/r
        g_out = 1 / (r2 / (e[-1] * edge * h**2) + 1 / (2 * e[-1] * h))
        ground[idx[-1].ravel()] += g_out.ravel()
    a, b, w = map(np.concatenate, (first, second, weight))
    off = coo_matrix((w, (a, b)), shape=(n**3, n**3)).tocsr()
    off = off + off.T
    diagonal = np.asarray(off.sum(axis=1)).ravel() + ground
    matrix = (diags(diagonal) - off).tocsr()
    source = np.zeros(n**3)
    source[0] = 4 * np.pi / 8
    # conjugate gradients with diagonal preconditioning
    phi = np.zeros(n**3)
    res = source.copy()
    z = res / diagonal
    p = z.copy()
    rz = res @ z
    for _ in range(3000):
        ap = matrix @ p
        step = rz / (p @ ap)
        phi += step * p
        res -= step * ap
        if np.linalg.norm(res) < 1e-8 * source[0]:
            break
        z = res / diagonal
        rz_new = res @ z
        p = z + rz_new / rz * p
        rz = rz_new
    assert np.linalg.norm(res) < 1e-8 * source[0]
    return 0.5 * phi[0]


def madelung(eta):
    """Cubic lattice of unit charges in a uniform background, side 1."""
    k = np.arange(-6, 7)
    n2 = sum(c**2 for c in np.meshgrid(k, k, k)).ravel()
    n2 = n2[n2 > 0].astype(float)
    real = np.sum(erfc(eta * np.sqrt(n2)) / np.sqrt(n2))
    recip = np.sum(np.exp(-np.pi**2 * n2 / eta**2) / (np.pi * n2))
    return -(real + recip - np.pi / eta**2 - 2 * eta / np.sqrt(np.pi))


# Chosen inputs, and rough typical values for a hafnium-dioxide-like oxide
side, eps_static = 10.0, 20.0
eps_electronic, eps_low, eps_high = 4.5, 15.0, 25.0
film_nm, eps_sio2, breakdown = 4.0, 3.9, 4.0
temperature, log_slope = 400.0, 1e-4
radius_change = 0.5

radius = side * (3 / (4 * np.pi))**(1 / 3)
energy = jost(radius, eps_static)
screen = 1 - 1 / eps_static
assert abs(abs(energy) - 1.1) < 0.05

# Radial Poisson problem: outside medium versus vacuum, two interiors
radial_values = []
for profile in (lambda r: eps_static + 0 * r, lambda r: 1 + 19 * r**2):
    u_medium, phi, mid, h = radial_solution(profile, eps_static)
    u_vacuum = radial_solution(profile, 1.0)[0]
    value = (u_medium - u_vacuum) * COULOMB / radius
    radial_values.append(value)
    assert abs(value / energy - 1) < 1e-4
    # dipole energy in the shell between R and 4R, and between R and 2R
    field = -(phi[1:] - phi[:-1]) / h
    for outer in (2, 4):
        shell = (mid > 1) & (mid < outer)
        dipoles = -0.5 * np.sum((eps_static - 1) * field[shell]) * h
        assert abs(dipoles + 0.5 * screen * (1 - 1 / outer)) < 1e-4
        if outer == 2:
            near_fraction = dipoles * COULOMB / radius / energy

# Cube: bounds and three-dimensional solution
face = dblquad(lambda y, x: 1 / (1 + x * x + y * y)**2, -1, 1, -1, 1)[0]
mean_max = 6 * face / (4 * np.pi)
cos_t = (np.arange(600) + 0.5) / 600
azim = (np.arange(600) + 0.5) / 600 * np.pi / 2
C, A = np.meshgrid(cos_t, azim, indexing="ij")
S = np.sqrt(1 - C**2)
sampled = np.maximum(C, np.maximum(S * np.cos(A), S * np.sin(A))).mean()
assert abs(mean_max - sampled) < 1e-4
cube_upper = COULOMB * screen * mean_max / side
cube_lower = -jost(side * np.sqrt(3) / 2, eps_static)
cube_values = []
for n_half in (10, 16):
    u_medium = grid_energy(n_half, "cube", eps_static, eps_static)
    u_vacuum = grid_energy(n_half, "cube", eps_static, 1.0)
    cube_values.append((u_vacuum - u_medium) * COULOMB / side)
u_sphere = grid_energy(16, "sphere", eps_static, 1.0)
grid_sphere = (u_sphere - u_medium) * COULOMB / side
cube = cube_values[-1]
# stair-stepped sphere surface and finite grid spacing set these tolerances
assert abs(grid_sphere / abs(energy) - 1) < 0.04
assert abs(cube_values[0] / cube - 1) < 0.02
assert cube_lower < cube < cube_upper

# Periodic cell with neutralising background
alpha = madelung(2.0)
assert abs(alpha - madelung(2.6)) < 1e-9
inside_loss = quad(lambda r: 0.5 * r**2 * (r**-4 - (r**-2 - r)**2),
                   1e-3, 1)[0]
outside_loss = quad(lambda r: 0.5 / r**2, 1, np.inf)[0]
assert abs(inside_loss - 0.4) < 1e-5
assert abs(outside_loss - 0.5) < 1e-9
sphere_cell = (inside_loss + outside_loss) * COULOMB / radius
bare_loss = alpha * COULOMB / (2 * side)
assert abs(sphere_cell / bare_loss - 1) < 0.04
periodic_polarisation = -screen * bare_loss
periodic_net = bare_loss + periodic_polarisation
periodic_clamped = bare_loss / eps_electronic

# Film: charge midway between a metal and a silicon dioxide half-space
k_metal = -1.0
k_oxide = (eps_static - eps_sio2) / (eps_static + eps_sio2)
n = np.arange(300)
product = k_metal * k_oxide
series = np.sum((k_metal + k_oxide) * product**n / (2 * n + 1))
series += np.sum(product**n[1:] / n[1:])


def reaction(k):
    """Boundary-value solution at one in-plane wavenumber, thickness 1."""
    t, half = np.exp(-k), np.exp(-k / 2)
    m = np.array([[1, t, 0], [t, 1, -1],
                  [eps_static * t, -eps_static, -eps_sio2]])
    rhs = np.array([-half, -half, -eps_static * half])
    up, down, _ = np.linalg.solve(m, rhs)
    return (up + down) * half


direct = quad(reaction, 0, 60, limit=200)[0]
assert abs(series - direct) < 1e-6
film_energy = 0.5 * COULOMB / (eps_static * film_nm * 10) * series

# Other neglected effects
clamped = jost(radius, eps_electronic)
small_r = jost(radius - radius_change, eps_static)
large_r = jost(radius + radius_change, eps_static)
aniso_low, aniso_high = jost(radius, eps_low), jost(radius, eps_high)
field_mv_cm = COULOMB / (eps_static * radius**2) * 100
halved = jost(radius, eps_static / 2)


def free_energy(t):
    return jost(radius, eps_static * (1 + log_slope * (t - temperature)))


slope = (free_energy(temperature + 1) - free_energy(temperature - 1)) / 2
thermal = -temperature * slope
thermal_formula = (COULOMB / (2 * radius) * temperature * log_slope
                   / eps_static)
assert abs(thermal / thermal_formula - 1) < 1e-4
target = 0.1
side_target = side * abs(energy) / target
radius_target = side_target * (3 / (4 * np.pi))**(1 / 3)
assert abs(jost(radius_target, eps_static) + target) < 1e-10


def show(label, value, unit="eV", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Cube side", side, "angstrom", 1)
show("Static permittivity", eps_static, "", 1)
show("Coulomb constant e^2/(4 pi eps0)", COULOMB, "eV angstrom")
show("Equal-volume sphere radius", radius, "angstrom")
show("Vacuum field energy outside sphere", COULOMB / (2 * radius))
show("Screening factor 1-1/eps", screen, "")
show("Jost energy, unit charge", energy)
show("Jost energy, unit charge", energy / HARTREE, "hartree", 5)
show("Jost energy, double charge", jost(radius, eps_static, 2))
show("Radial solution, uniform interior", radial_values[0])
show("Radial solution, graded interior", radial_values[1])
show("Fraction of Jost energy between R and 2R", near_fraction, "")
show("Target size of missing energy", target, "eV", 1)
show("Cube side for that target", side_target, "angstrom", 1)
show("3D grid, missing magnitude, sphere", grid_sphere, "eV", 3)
show("3D grid, missing magnitude, cube, coarse", cube_values[0], "eV", 3)
show("3D grid, missing magnitude, cube, fine", cube, "eV", 3)
show("Cube lower bound, circumscribed sphere", cube_lower)
show("Cube upper bound, radial trial field", cube_upper)
show("Cubic Madelung constant", alpha, "", 5)
show("Periodic cell, missing vacuum field energy", bare_loss)
show("Same, spherical-cell approximation", sphere_cell)
show("Periodic cell, missing polarisation", periodic_polarisation)
show("Periodic correction to add, static eps", periodic_net)
show("Periodic correction to add, clamped ions", periodic_clamped)
show("Electronic permittivity (rough)", eps_electronic, "", 1)
show("Jost energy, clamped ions", clamped)
show("Ionic part of Jost energy", energy - clamped)
show("Radius uncertainty chosen", radius_change, "angstrom", 1)
show("Jost energy, smaller radius", small_r)
show("Jost energy, larger radius", large_r)
show("Lowest principal permittivity (rough)", eps_low, "", 1)
show("Highest principal permittivity (rough)", eps_high, "", 1)
show("Jost energy at lowest permittivity", aniso_low)
show("Jost energy at highest permittivity", aniso_high)
show("Screened field at sphere surface", field_mv_cm, "MV/cm", 2)
show("Breakdown field (rough)", breakdown, "MV/cm", 1)
show("Surface field / breakdown field", field_mv_cm / breakdown, "", 2)
show("Jost energy if permittivity is halved", halved)
show("Film thickness", film_nm, "nm", 1)
show("Silicon dioxide permittivity (rough)", eps_sio2, "", 1)
show("Film boundary energy at midplane", film_energy)
show("Temperature of use", temperature, "K", 0)
show("Relative permittivity slope (rough)", log_slope, "1/K", 5)
show("Internal minus free energy", thermal)
print("checks complete")
```

It prints:

```
Cube side: 10.0 angstrom
Static permittivity: 20.0
Coulomb constant e^2/(4 pi eps0): 14.3996 eV angstrom
Equal-volume sphere radius: 6.2035 angstrom
Vacuum field energy outside sphere: 1.1606 eV
Screening factor 1-1/eps: 0.9500
Jost energy, unit charge: -1.1026 eV
Jost energy, unit charge: -0.04052 hartree
Jost energy, double charge: -4.4103 eV
Radial solution, uniform interior: -1.1026 eV
Radial solution, graded interior: -1.1026 eV
Fraction of Jost energy between R and 2R: 0.5000
Target size of missing energy: 0.1 eV
Cube side for that target: 110.3 angstrom
3D grid, missing magnitude, sphere: 1.100 eV
3D grid, missing magnitude, cube, coarse: 1.055 eV
3D grid, missing magnitude, cube, fine: 1.052 eV
Cube lower bound, circumscribed sphere: 0.7898 eV
Cube upper bound, radial trial field: 1.1370 eV
Cubic Madelung constant: 2.83730
Periodic cell, missing vacuum field energy: 2.0428 eV
Same, spherical-cell approximation: 2.0891 eV
Periodic cell, missing polarisation: -1.9407 eV
Periodic correction to add, static eps: 0.1021 eV
Periodic correction to add, clamped ions: 0.4540 eV
Electronic permittivity (rough): 4.5
Jost energy, clamped ions: -0.9027 eV
Ionic part of Jost energy: -0.1999 eV
Radius uncertainty chosen: 0.5 angstrom
Jost energy, smaller radius: -1.1992 eV
Jost energy, larger radius: -1.0203 eV
Lowest principal permittivity (rough): 15.0
Highest principal permittivity (rough): 25.0
Jost energy at lowest permittivity: -1.0832 eV
Jost energy at highest permittivity: -1.1142 eV
Screened field at sphere surface: 1.87 MV/cm
Breakdown field (rough): 4.0 MV/cm
Surface field / breakdown field: 0.47
Jost energy if permittivity is halved: -1.0445 eV
Film thickness: 4.0 nm
Silicon dioxide permittivity (rough): 3.9
Film boundary energy at midplane: -0.0071 eV
Temperature of use: 400 K
Relative permittivity slope (rough): 0.00010 1/K
Internal minus free energy: 0.0023 eV
checks complete
```
